# Comment: does the spin-spin contact term split a multiplet?: verification in Python

```python
# Result under test (atomic units, g = 2, alpha = fine-structure constant):
# the spin-spin contact term -(8 pi alpha^2/3) s1.s2 delta(r12) equals
# +2 pi alpha^2 delta(r12) on antisymmetric states, i.e. -2 times the two-body
# Darwin term -pi alpha^2 delta(r12), and it does not split a term by J.
# s1, s2: electron spins; r12: electron separation; delta: Dirac delta.
from itertools import combinations, permutations
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from pyscf import gto

alpha = constants.fine_structure
to_cm = constants.physical_constants["hartree-inverse meter relationship"][0] / 100
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
spin_dot = sum(np.kron(s, s) for s in pauli).real / 4

# ---- Coefficients from one-photon exchange of free Dirac electrons (m = c = 1)
def spinor(p):
    energy = np.sqrt(1 + p @ p)
    lower = np.einsum("k,kij->ij", p, pauli) / (energy + 1)
    return np.vstack([np.eye(2), lower]) * np.sqrt((energy + 1) / (2 * energy))

dirac_alpha = [np.kron(pauli[0], s) for s in pauli]
q = 0.02
charge = np.zeros((4, 4), complex)
magnetic = np.zeros((4, 4), complex)
for axis in np.eye(3):      # three axes average a second-rank tensor exactly
    minus, plus = spinor(-q * axis / 2), spinor(q * axis / 2)
    rho1, rho2 = plus.conj().T @ minus, minus.conj().T @ plus
    charge += 4 * np.pi / q**2 * (np.kron(rho1, rho2) - np.eye(4)) / 3
    for a in dirac_alpha:
        j1, j2 = plus.conj().T @ a @ minus, minus.conj().T @ a @ plus
        magnetic -= 4 * np.pi / q**2 * np.kron(j1, j2) / 3
# tolerance: neglected terms are of relative order q^2
assert np.allclose(charge, -np.pi * np.eye(4), atol=2e-3)
assert np.allclose(magnetic, -8 * np.pi / 3 * spin_dot, atol=2e-3)

# ---- Angular grid (exact for the polynomial degrees used here)
cos_t, w_t = np.polynomial.legendre.leggauss(8)
phi = 2 * np.pi * np.arange(16) / 16
ct, ph = [g.ravel() for g in np.meshgrid(cos_t, phi, indexing="ij")]
st = np.sqrt(1 - ct**2)
directions = np.column_stack([st * np.cos(ph), st * np.sin(ph), ct])
w_ang = np.repeat(w_t, 16) * 2 * np.pi / 16

# ---- Three electrons in a p shell, unit (1/4pi) * integral of R^4 r^2 dr
p_real = np.sqrt(3) * directions
w_mean = w_ang / (4 * np.pi)
contact4 = np.einsum("g,gi,gj,gk,gl->ijkl", w_mean, p_real, p_real, p_real,
                     p_real, optimize=True)
def pair_operator(spin_part):
    s4 = spin_part.reshape(2, 2, 2, 2)
    return np.einsum("ijkl,abcd->iajbkcld", contact4, s4).reshape(36, 36)

determinants = np.zeros((216, 20))
for col, occupied in enumerate(combinations(range(6), 3)):
    for perm in permutations(range(3)):
        sign = np.linalg.det(np.eye(3)[list(perm)])
        i, j, k = [occupied[x] for x in perm]
        determinants[36 * i + 6 * j + k, col] = sign / np.sqrt(6)
def three_electron(pair):   # three equivalent pairs
    return 3 * determinants.T @ np.kron(pair, np.eye(6)) @ determinants

pair_delta, pair_spin = pair_operator(np.eye(4)), pair_operator(spin_dot)
delta_p3 = three_electron(pair_delta)
assert np.allclose(three_electron(pair_spin), -0.75 * delta_p3, atol=1e-11)
# without antisymmetry the identity fails
assert np.abs(pair_spin + 0.75 * pair_delta).max() > 0.1
p3_values = np.linalg.eigvalsh(delta_p3)
# term values from spin-up/spin-down density overlaps of single determinants
d1 = 1.5 * (directions[:, 0]**2 + directions[:, 1]**2)
d0 = 3 * directions[:, 2]**2
shift_D = w_mean @ (d1 * (d1 + d0))
shift_P = w_mean @ (d1 * (d1 + d1)) + w_mean @ (d0 * (d1 + d0)) - shift_D
assert np.allclose(p3_values, [0] * 4 + [shift_D] * 10 + [shift_P] * 6, atol=1e-10)

# ---- Helium: full configuration interaction in a Gaussian basis
exponents = {0: [0.1 * 3**k for k in range(8)],
             1: [0.02 * 3**k for k in range(7)],
             2: [0.9, 2.7]}
shells = [[l, [e, 1.0]] for l in exponents for e in exponents[l]]
mol = gto.M(atom="He 0 0 0", basis={"He": shells}, verbose=0)
n = mol.nao_nr()
l_ao = np.concatenate([[mol.bas_angular(b)] * (2 * mol.bas_angular(b) + 1)
                       for b in range(mol.nbas)]).astype(int)
overlap = mol.intor("int1e_ovlp")
core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
repulsion = mol.intor("int2e", aosym="s1").reshape(n, n, n, n)

def pair_states(l_max, exchange, parity, count):
    """Lowest spatial pair functions, as coefficient matrices in the full basis."""
    keep = np.where(l_ao <= l_max)[0]
    m = len(keep)
    val, vec = np.linalg.eigh(overlap[np.ix_(keep, keep)])
    x = vec @ np.diag(val**-0.5) @ vec.T
    h = x @ core[np.ix_(keep, keep)] @ x
    g = repulsion[np.ix_(keep, keep, keep, keep)]
    g = np.einsum("pqrs,pa,qb,rc,sd->acbd", g, x, x, x, x, optimize=True)
    full = g.reshape(m * m, m * m) + np.kron(h, np.eye(m)) + np.kron(np.eye(m), h)
    par = (-1)**l_ao[keep]
    pairs = [(a, c) for a in range(m) for c in range(a, m)
             if par[a] * par[c] == parity and (exchange > 0 or a != c)]
    u = np.zeros((m * m, len(pairs)))
    for k, (a, c) in enumerate(pairs):
        u[a * m + c, k] += 1
        u[c * m + a, k] += exchange
    u /= np.linalg.norm(u, axis=0)
    energy, v = eigh(u.T @ (full @ u), subset_by_index=[0, count - 1])
    result = np.zeros((count, n, n))
    for k in range(count):
        result[k][np.ix_(keep, keep)] = x @ (u @ v[:, k]).reshape(m, m) @ x
    return energy, result

e_1S, f_1S = pair_states(2, 1, 1, 1)
e_1P, f_1P = pair_states(2, 1, -1, 3)
e_3P, f_3P = pair_states(2, -1, -1, 3)
assert np.ptp(e_1P) < 1e-7 and np.ptp(e_3P) < 1e-7
functions = np.concatenate([f_1S, f_1P, f_3P])

# ---- delta(r12) from its definition on a spatial grid
log_r = np.linspace(-12, np.log(40), 200)
radius = np.exp(log_r)
points = (radius[:, None, None] * directions).reshape(-1, 3)
weights = np.outer(radius**3 * (log_r[1] - log_r[0]), w_ang).ravel()
ao = mol.eval_gto("GTOval_sph", points)
def delta_matrix(funcs):
    at_contact = np.array([((ao @ c) * ao).sum(axis=1) for c in funcs])
    return (at_contact * weights) @ at_contact.T
delta = delta_matrix(functions)

# ---- Second derivatives of 1/r12 between pair functions, analytic integrals
flat = functions.reshape(len(functions), n * n)
def contracted(name):
    ints = mol.intor(name, comp=9, aosym="s1").reshape(9, n, n, n, n)
    out = [flat @ (t.transpose(0, 2, 1, 3).reshape(n * n, n * n) @ flat.T)
           for t in ints]
    return np.array(out).reshape(3, 3, len(flat), len(flat))
both_on_one = contracted("int2e_ipip1")
one_on_each = contracted("int2e_ipvip1")
hessian = (both_on_one + both_on_one.transpose(0, 1, 3, 2)
           + one_on_each + one_on_each.transpose(1, 0, 2, 3))
laplacian = np.einsum("iikl->kl", hessian)
assert np.allclose(laplacian, -4 * np.pi * delta, atol=1e-6)

# ---- Complete dipole-dipole operator, not separated into parts
dipole = np.zeros((4 * len(flat), 4 * len(flat)), complex)
for i in range(3):
    for j in range(3):
        space = hessian[i, j] - (i == j) * laplacian
        dipole -= alpha**2 * np.kron(space, np.kron(pauli[i], pauli[j]) / 4)
singlet = np.array([[0, 1, -1, 0]]) / np.sqrt(2)
triplet = np.array([[1, 0, 0, 0], [0, 2**-0.5, 2**-0.5, 0], [0, 0, 0, 1]])
unit = np.eye(len(flat))
singlets = np.vstack([np.kron(unit[k], singlet) for k in range(4)])
triplets = np.vstack([np.kron(unit[k], triplet) for k in range(4, 7)])
h_singlet = singlets @ dipole @ singlets.T
h_triplet = triplets @ dipole @ triplets.T
assert np.allclose(h_singlet / alpha**2, 2 * np.pi * delta[:4, :4], atol=1e-6)
darwin = alpha**2 / 4 * laplacian      # alpha^2/8 from each electron
assert np.allclose(h_singlet / alpha**2, -2 * darwin[:4, :4] / alpha**2, atol=1e-6)
levels = np.linalg.eigvalsh(h_triplet)
assert abs(levels.mean()) < 1e-5 * np.abs(levels).max()
# multiplicities 1, 3, 5 identify J = 0, 1, 2
level_J0 = levels[np.argmax(np.abs(levels))]
level_J1 = levels[0] if level_J0 > 0 else levels[-1]
level_J2 = levels[4]
pattern = np.sort([10] + [-5] * 3 + [1] * 5) * abs(level_J0) / 10
if level_J0 < 0:
    pattern = -pattern[::-1]
assert np.allclose(levels, pattern, atol=1e-4 * abs(level_J0))

# ---- Basis dependence of the ground-state contact density
ladder = []
for l_max in range(3):
    energy, func = pair_states(l_max, 1, 1, 1)
    ladder.append((energy[0], delta_matrix(func)[0, 0]))
assert ladder[0][1] > ladder[1][1] > ladder[2][1]

print(f"fine-structure constant alpha = {alpha:.9f}")
print(f"1 hartree = {to_cm:.4f} cm^-1")
print(f"Dirac test momentum q = {q} m c")
print(f"Darwin coefficient from Dirac spinors = {charge[0, 0].real:.5f} alpha^2 a.u.")
print(f"  compare -pi = {-np.pi:.5f}")
print(f"s1.s2 coefficient from Dirac spinors = {4*magnetic[0, 0].real:.5f} alpha^2 a.u.")
print(f"  compare -8 pi/3 = {-8*np.pi/3:.5f}")
print("p^3 sum of delta, unit (1/4pi) int R^4 r^2 dr:")
print(f"  4S (4 states) {abs(p3_values[0]):.4f}")
print(f"  2D (10 states) {p3_values[4]:.4f}")
print(f"  2P (6 states) {p3_values[-1]:.4f}")
for l, letter in enumerate("spd"):
    print(f"He {letter} exponents (bohr^-2):", *[f"{e:.4g}" for e in exponents[l]])
print(f"number of basis functions = {n}")
for (energy, dens), name in zip(ladder, ["s", "s,p", "s,p,d"]):
    print(f"1 1S basis {name}: E = {energy:.5f} hartree, <delta> = {dens:.5f} bohr^-3")
print(f"2 1P energy = {e_1P[0]:.5f} hartree")
print(f"2 3P energy = {e_3P[0]:.5f} hartree")
for k, name in [(0, "1 1S"), (1, "2 1P")]:
    contact_cm = h_singlet[k, k].real * to_cm
    darwin_cm = darwin[k, k] * to_cm
    print(f"{name} <delta(r12)> = {delta[k, k]:.6f} bohr^-3")
    print(f"{name} spin-spin contact shift = {contact_cm:.5f} cm^-1")
    print(f"{name} two-body Darwin shift = {darwin_cm:.5f} cm^-1")
    print(f"{name} sum of the two = {contact_cm + darwin_cm:.5f} cm^-1")
print(f"2 3P <delta(r12)> = {abs(delta[4, 4]):.1e} bohr^-3")
print(f"2 3P mean of full spin-spin operator = {levels.mean()*to_cm:.1e} cm^-1")
for J, value in enumerate([level_J0, level_J1, level_J2]):
    print(f"2 3P J={J} spin-spin tensor shift = {value*to_cm:.5f} cm^-1")
print("checks complete")
```

It prints:

```
fine-structure constant alpha = 0.007297353
1 hartree = 219474.6314 cm^-1
Dirac test momentum q = 0.02 m c
Darwin coefficient from Dirac spinors = -3.14128 alpha^2 a.u.
  compare -pi = -3.14159
s1.s2 coefficient from Dirac spinors = -8.37674 alpha^2 a.u.
  compare -8 pi/3 = -8.37758
p^3 sum of delta, unit (1/4pi) int R^4 r^2 dr:
  4S (4 states) 0.0000
  2D (10 states) 1.8000
  2P (6 states) 3.0000
He s exponents (bohr^-2): 0.1 0.3 0.9 2.7 8.1 24.3 72.9 218.7
He p exponents (bohr^-2): 0.02 0.06 0.18 0.54 1.62 4.86 14.58
He d exponents (bohr^-2): 0.9 2.7
number of basis functions = 39
1 1S basis s: E = -2.87865 hartree, <delta> = 0.15582 bohr^-3
1 1S basis s,p: E = -2.90009 hartree, <delta> = 0.12917 bohr^-3
1 1S basis s,p,d: E = -2.90209 hartree, <delta> = 0.12486 bohr^-3
2 1P energy = -2.12286 hartree
2 3P energy = -2.13233 hartree
1 1S <delta(r12)> = 0.124856 bohr^-3
1 1S spin-spin contact shift = 9.16861 cm^-1
1 1S two-body Darwin shift = -4.58430 cm^-1
1 1S sum of the two = 4.58430 cm^-1
2 1P <delta(r12)> = 0.001046 bohr^-3
2 1P spin-spin contact shift = 0.07684 cm^-1
2 1P two-body Darwin shift = -0.03842 cm^-1
2 1P sum of the two = 0.03842 cm^-1
2 3P <delta(r12)> = 1.8e-33 bohr^-3
2 3P mean of full spin-spin operator = -1.4e-15 cm^-1
2 3P J=0 spin-spin tensor shift = 0.53380 cm^-1
2 3P J=1 spin-spin tensor shift = -0.26690 cm^-1
2 3P J=2 spin-spin tensor shift = 0.05338 cm^-1
checks complete
```
